\section*{Magic-Angle Averaging of Spin Tensors by Lee-Goldburg and WAHUHA Irradiation}

\section{Definitions and conventions}

Energies and angular frequencies are equal in value, since $\hbar=1$. Like spins $\mathbf I_j$ sit in a strong static field along $z$ and are described in the frame rotating at the carrier frequency. Their total spin is $\mathbf F=\sum_j\mathbf I_j$, and their internal Hamiltonian is
\begin{equation}
V=\sum_j\delta_j I_{jz}+\sum_{j<k}D_{jk}\,(3I_{jz}I_{kz}-\mathbf I_j\cdot\mathbf I_k).
\label{V}
\end{equation}
Here $\delta_j$ is the shift of spin $j$. The constant $D$ follows from the interaction of two magnetic dipoles, which in atomic units is
\begin{equation}
\frac{\alpha^2\gamma^2}{r^3}\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\hat{\mathbf r})(\mathbf I_2\cdot\hat{\mathbf r})\right],
\end{equation}
with $\alpha$ the fine-structure constant, $\gamma$ the gyromagnetic ratio and $\beta$ the angle between $\mathbf r$ and $z$. The strong field leaves the part that commutes with $F_z$. In the second term this part is
\begin{equation}
\cos^2\!\beta\, I_{1z}I_{2z}+\tfrac12\sin^2\!\beta\,(\mathbf I_1\cdot\mathbf I_2-I_{1z}I_{2z}).
\end{equation}
Both $1-\frac32\sin^2\beta$ and $\cos^2\beta-\frac12\sin^2\beta$ equal $\frac12(3\cos^2\beta-1)$, so
\begin{equation}
D=\frac{\alpha^2\gamma^2}{r^3}\,\frac{1-3\cos^2\beta}{2}.
\end{equation}

A spin tensor $T_{kq}$ of rank $k$ obeys $[F_z,T_{kq}]=qT_{kq}$ and turns under rotations of the spins like a spherical harmonic. The shift term has $I_z=T_{10}$, the dipolar term has $3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2=\sqrt6\,T_{20}$, and $\mathbf I_1\cdot\mathbf I_2$ has rank 0.

Let the irradiation alone produce the propagator $U_{\rm rf}(t)$, with $U_{\rm rf}(T)=\pm1$ after a cycle $T$. In the interaction frame the spins evolve under $\tilde V(t)=U_{\rm rf}^\dagger VU_{\rm rf}$. Over one cycle this equals evolution under a constant Hamiltonian, whose Magnus expansion begins
\begin{align}
\bar V&=\frac1T\int_0^T\tilde V(t)\,dt,\\
V^{(1)}&=\frac{1}{2iT}\int_0^T\!dt_2\int_0^{t_2}\!dt_1\,[\tilde V(t_2),\tilde V(t_1)].
\label{magnus}
\end{align}
The expansion is useful when $V$ times $T$ is small. The result to be derived concerns its first term:
\begin{equation}
\bar V=\sum_j\frac{\delta_j}{\sqrt3}\,I_{jn},\qquad I_{jn}=\mathbf n\cdot\mathbf I_j,
\label{result}
\end{equation}
where $\mathbf n$ makes the magic angle, $\cos\theta=1/\sqrt3$ or $\theta=54.74^\circ$, with $z$.

\section{First derivation: continuous rotation}

\subsection{Tensors in the tilted frame}

Lee-Goldburg irradiation is a constant field of strength $\omega_1$ along $x$, applied at an offset $\Delta$ from resonance:
\begin{equation}
\Delta F_z+\omega_1F_x=\Omega F_n,\qquad \Omega^2=\Delta^2+\omega_1^2,\quad \tan\theta=\frac{\omega_1}{\Delta},
\end{equation}
with $\mathbf n=(\sin\theta,0,\cos\theta)$. The rotation $R=e^{-i\theta F_y}$ carries $F_z$ into $F_n=RF_zR^\dagger$. The tensors quantized along $\mathbf n$ are therefore
\begin{equation}
T'_{kq}=RT_{kq}R^\dagger=\sum_pT_{kp}\,d^k_{pq}(\theta).
\end{equation}
The same rule for the inverse rotation reads $R^\dagger T_{kq}R=\sum_pT_{kp}d^k_{pq}(-\theta)$. Multiplying by $R$ on the left and $R^\dagger$ on the right, and setting $q=0$, gives
\begin{equation}
T_{k0}=\sum_pT'_{kp}\,d^k_{p0}(-\theta).
\end{equation}
Since $[F_n,T'_{kp}]=pT'_{kp}$, the interaction frame multiplies each component by a phase:
\begin{equation}
e^{i\Omega tF_n}T'_{kp}e^{-i\Omega tF_n}=e^{ip\Omega t}T'_{kp}.
\end{equation}
Over $T=2\pi/\Omega$ each phase with $p\neq0$ averages to zero. What remains is
\begin{equation}
\bar T_{k0}=d^k_{00}(\theta)\,T'_{k0}=P_k(\cos\theta)\,T'_{k0}.
\label{pk}
\end{equation}
The second equality follows from rotating the harmonic $Y_{k0}$ by $\theta$ and reading its value at the pole. There the harmonics with $p\ne0$ vanish, so $d^k_{00}$ is the ratio $Y_{k0}(\theta)/Y_{k0}(0)=P_k(\cos\theta)$, which is even in $\theta$.

\subsection{The two ranks written out}

With $\mathbf x'=(\cos\theta,0,-\sin\theta)$ and $\mathbf y'=\mathbf y$ perpendicular to $\mathbf n$, the $z$ axis is $\cos\theta\,\mathbf n-\sin\theta\,\mathbf x'$. Hence
\begin{equation}
\tilde I_z=\cos\theta\,I_n-\sin\theta\,(I_{x'}\cos\Omega t-I_{y'}\sin\Omega t),
\end{equation}
and its average is $\cos\theta\,I_n$. In the product $\tilde I_{1z}\tilde I_{2z}$ the terms linear in $\cos\Omega t$ or $\sin\Omega t$ average to zero, as does $\sin\Omega t\cos\Omega t$, while the squares average to $\frac12$. With $I_{1x'}I_{2x'}+I_{1y'}I_{2y'}=\mathbf I_1\cdot\mathbf I_2-I_{1n}I_{2n}$,
\begin{align}
&3\overline{\tilde I_{1z}\tilde I_{2z}}-\mathbf I_1\cdot\mathbf I_2\notag\\
&=\left(3\cos^2\theta-\tfrac32\sin^2\theta\right)I_{1n}I_{2n}+\left(\tfrac32\sin^2\theta-1\right)\mathbf I_1\cdot\mathbf I_2\notag\\
&=\frac{3\cos^2\theta-1}{2}\,(3I_{1n}I_{2n}-\mathbf I_1\cdot\mathbf I_2).
\end{align}
At $\cos^2\theta=1/3$ the dipolar factor is zero and the shift factor is $1/\sqrt3$, which is Eq.~\eqref{result}. The condition on the field is $\omega_1=\sqrt2\,\Delta$.

Two other angles show what the factors do. At $\theta=0$ there is no transverse field, $P_1=P_2=1$, and $V$ is unchanged. At $\theta=90^\circ$, irradiation on resonance, $P_1=0$ and $P_2=-\frac12$: the average contains no shifts, and it keeps the dipolar coupling at half strength with reversed sign.

\subsection{What survives}

The rank that matters is the rank in spin space. An anisotropic shift depends on molecular orientation through a spatial tensor of rank 2, but it multiplies $I_z$. It is therefore scaled by $1/\sqrt3$ like the isotropic shift. A coupling $I_zS_z$ to a species $S$ that is not irradiated becomes $I_nS_z/\sqrt3$ for the same reason. A scalar coupling $\mathbf I_1\cdot\mathbf I_2$ between irradiated spins has rank 0 and keeps its full strength.

The scaled shift also acts about a new axis. Magnetization along $\mathbf n$ does not evolve under $\bar V$; the component perpendicular to $\mathbf n$ precesses at $\delta/\sqrt3$ in the interaction frame.

\section{Second derivation: four pulses}

\subsection{The toggling frames}

WAHUHA uses short $90^\circ$ pulses with the carrier near resonance. The cycle is
\begin{equation}
\tau,\;X,\;\tau,\;-Y,\;2\tau,\;Y,\;\tau,\;-X,\;\tau,
\end{equation}
with $X=e^{-i\pi F_x/2}$, $Y=e^{-i\pi F_y/2}$, and $T=6\tau$. The pulses are taken as ideal: $V$ does nothing while they act. Between pulses $U_{\rm rf}$ is constant, so $\tilde I_z$ is piecewise constant.

After the first pulse, $[I_x,I_z]=-iI_y$ gives
\begin{equation}
e^{i\phi F_x}I_ze^{-i\phi F_x}=I_z\cos\phi+I_y\sin\phi\;\to\;I_y\quad(\phi=\pi/2).
\end{equation}
After the second, $U_{\rm rf}=Y^\dagger X$. The inner conjugation acts first:
\begin{equation}
YI_zY^\dagger=I_x,\qquad X^\dagger I_xX=I_x.
\end{equation}
The third pulse undoes the second and the fourth undoes the first. Over the five delays $\tilde I_z$ is thus $I_z,I_y,I_x,I_y,I_z$, and each axis is occupied for $2\tau$.

\subsection{The averages}

For the shifts,
\begin{equation}
\bar I_z=\tfrac13(I_x+I_y+I_z)=\frac{1}{\sqrt3}I_n,\qquad \mathbf n=\tfrac{1}{\sqrt3}(1,1,1).
\end{equation}
The factor $1/\sqrt3$ is the length of the vector $(1,1,1)/3$. For the dipolar term, the scalar product is the same in every frame, so
\begin{equation}
\tfrac13\sum_{a=x,y,z}(3I_{1a}I_{2a}-\mathbf I_1\cdot\mathbf I_2)=\mathbf I_1\cdot\mathbf I_2-\mathbf I_1\cdot\mathbf I_2=0.
\end{equation}
This is Eq.~\eqref{result} again, obtained without a rotation matrix.

\subsection{Why three directions suffice}

The axis $(1,1,1)$ makes the magic angle with $x$, $y$ and $z$, and a turn by $120^\circ$ about it permutes them cyclically. Since $T_{k0}$ is symmetric about $z$, its image depends only on where $z$ is sent. The pulse average is therefore an average over three turns about $\mathbf n$, in which a component $T'_{kp}$ acquires the factor
\begin{equation}
\tfrac13\left(1+e^{2\pi ip/3}+e^{4\pi ip/3}\right),
\end{equation}
equal to 1 if $p$ is a multiple of 3 and to 0 otherwise. For $k\le2$ this leaves $p=0$, and the three-step average coincides with the continuous one.

At rank 3 the components $p=\pm3$ survive as well. Their coefficients have magnitude $|d^3_{\pm3,0}|=\frac{\sqrt5}{4}\sin^3\theta$. Relative to the norm of $T_{30}$, the two averages differ by
\begin{equation}
\sqrt2\,\frac{\sqrt5}{4}\left(\tfrac23\right)^{3/2}=0.430,
\end{equation}
the value found numerically for a spin $3/2$. The agreement of the two methods thus belongs to ranks up to 2, which are the ranks present in $V$.

\section{What each derivation assumes}

\subsection{Symmetry of the cycle}

Both derivations stop at the average, but their leading errors differ. The WAHUHA cycle reads the same backwards, $\tilde V(T-t)=\tilde V(t)$. In Eq.~\eqref{magnus} substitute $t_2=T-s_1$ and $t_1=T-s_2$. The region $t_1<t_2$ becomes $s_1<s_2$, and the integrand becomes $[\tilde V(s_1),\tilde V(s_2)]$, minus the original one. Hence $V^{(1)}=-V^{(1)}=0$, and the error starts at order $\tau^2$.

For three coupled, shifted spins, halving $\tau$ reduced the error by a factor 4.000. Visiting the same directions in the order $z,y,x$, for $2\tau$ each, has the same average but not the symmetry; the factor was then 2.001. Lee-Goldburg rotation also lacks the symmetry, and doubling $\Omega$ reduced its error by a factor 1.999.

\subsection{The Lee-Goldburg correction}

Split $V=\sum_qV_q$ with $[F_n,V_q]=qV_q$. The part $V_q$ raises the energy in the effective field, $\Omega F_n$, by $q\Omega$. Second-order perturbation theory divides $V_{-q}V_q$ by $-q\Omega$ and $V_qV_{-q}$ by $+q\Omega$, so the level correction is
\begin{equation}
H_2=\sum_{q>0}\frac{[V_q,V_{-q}]}{q\Omega}.
\end{equation}
For one spin, $V_{\pm1}=-\frac12\delta\sin\theta\,I_\pm$ and $[I_+,I_-]=2I_n$, where $I_\pm=I_{x'}\pm iI_{y'}$. This gives $H_2=\delta^2\sin^2\theta\,I_n/(2\Omega)$, in agreement with the expansion of the precession frequency $\sqrt{(\Delta+\delta)^2+\omega_1^2}$.

For a pair of spins $\frac12$ without shifts, inserting $I_z=\cos\theta\,I_n-\frac12\sin\theta\,(I_++I_-)$ in the dipolar term gives
\begin{align}
V_{\pm1}&=-\tfrac32D\sin\theta\cos\theta\,A_\pm,\quad A_\pm=I_{1n}I_{2\pm}+I_{1\pm}I_{2n},\\
V_{\pm2}&=\tfrac34D\sin^2\theta\,I_{1\pm}I_{2\pm}.
\end{align}
Label the triplet states by $M=1,0,-1$ along $\mathbf n$. The operator $A_+$ takes $M=0$ to $M=1$ with amplitude $1/\sqrt2$ and $M=-1$ to $M=0$ with amplitude $-1/\sqrt2$, and it annihilates the singlet. Hence $[A_+,A_-]$ has the values $\frac12,0,-\frac12$, which is $\frac12F_n$. The operator $I_{1+}I_{2+}$ takes $M=-1$ to $M=1$ with amplitude 1, so its commutator with $I_{1-}I_{2-}$ is $F_n$. Therefore
\begin{equation}
H_2=\frac{D^2}{\Omega}\left(\tfrac98\sin^2\theta\cos^2\theta+\tfrac{9}{32}\sin^4\theta\right)F_n\;\to\;\frac{3D^2}{8\Omega}F_n
\label{offset}
\end{equation}
at the magic angle, where the bracket is $\frac14+\frac18$. This moves both lines of the pair together and does not split them.

\subsection{The remaining splitting of a pair}

The splitting follows from the full Hamiltonian $H=\Omega F_n+V$ in the triplet, where $V=\frac D2(3F_z^2-2)$ has eigenvalues $\frac D2,-D,\frac D2$. The traces of $F_n$, $F_n^3$, $F_nV$ and $F_nV^2$ vanish because each is odd under reversal of the spins. In $\mathrm{Tr}(F_n^2V)$, $V$ may be replaced by its average about $\mathbf n$, which gives $\frac D2P_2\,\mathrm{Tr}(3F_n^4-2F_n^2)=DP_2$, with $P_2=P_2(\cos\theta)$. Thus
\begin{align}
\mathrm{Tr}H&=0,\qquad \mathrm{Tr}H^2=2\Omega^2+\tfrac32D^2,\\
\mathrm{Tr}H^3&=3\Omega^2DP_2-\tfrac34D^3.
\end{align}
For a traceless $3\times3$ matrix the characteristic equation is $E^3-\frac12\mathrm{Tr}H^2\,E-\frac13\mathrm{Tr}H^3=0$, or
\begin{equation}
E^3-\left(\Omega^2+\tfrac34D^2\right)E-\left(\Omega^2DP_2-\tfrac14D^3\right)=0.
\label{cubic}
\end{equation}
The two strong lines lie at $E_+-E_0$ and $E_0-E_-$; a weak line at $E_+-E_-$, near $2\Omega$, is left aside. Because the levels sum to zero, their difference is $S=-3E_0$. For $|D|\ll\Omega$ and angles near the magic angle, where $P_2^2\ll1$, the term $E_0^3$ is small even beside $\frac34D^2E_0$. Dropping it gives
\begin{equation}
S\simeq\frac{3DP_2-3D^3/(4\Omega^2)}{1+3D^2/(4\Omega^2)}.
\label{split}
\end{equation}
Without irradiation the splitting is $3|D|$. At the magic angle it falls to about $3|D|^3/(4\Omega^2)$, of third order in $D$.

\subsection{The pair under WAHUHA}

For spins $\frac12$, $I_xI_y=\frac i2I_z=-I_yI_x$. The products $I_{1x}I_{2x}$ and $I_{1y}I_{2y}$ therefore commute, since the two sign changes cancel, and the same holds for the other axes. The dipolar Hamiltonians of the toggling frames all commute, so the cycle propagator is the exponential of their sum, which is zero. An isolated pair of spins $\frac12$ without shifts is thus decoupled by ideal WAHUHA for any $\tau$. For spins $\frac12$ and ideal pulses, a residue of purely dipolar origin needs at least three spins. For higher spins the products do not commute, and a pair already leaves a residue.

\subsection{Conditions on the experiment}

The first derivation needs a steady field that is strong compared with $V$ and has the right direction. Since $dP_2/d\theta=-3\sin\theta\cos\theta=-\sqrt2$ at the magic angle, an error in $\omega_1/\Delta$ brings back a dipolar term of first order. The second derivation needs accurate $90^\circ$ pulses, much shorter than $\tau$, and a small product of $V$ and $6\tau$. Finite pulse length and field inhomogeneity are not treated here.

\section{Protons at 1.8 angstrom}

Two protons 1.8~angstrom apart along the static field have $\beta=0$ and $D=-\alpha^2\gamma^2/r^3=-8.518\times10^{-11}$~eV. The effective field is chosen as $\Omega=5\times10^{-10}$~eV, which requires $\Delta=\Omega/\sqrt3=2.887\times10^{-10}$~eV and $\omega_1=\sqrt{2/3}\,\Omega=4.082\times10^{-10}$~eV.

Without irradiation the splitting is $3|D|=2.555\times10^{-10}$~eV, or 61.8~kHz. At the magic angle the exact levels give $1.815\times10^{-12}$~eV, or 0.44~kHz, smaller by a factor of about 140. The leading formula gives
\begin{equation}
\frac{3\,(8.518\times10^{-11})^3}{4\,(5\times10^{-10})^2}\ \text{eV}=1.854\times10^{-12}\ \text{eV}.
\end{equation}
The excess of 2\% is the denominator of Eq.~\eqref{split}, $1+\frac34(0.170)^2=1.022$. The common displacement of the two lines is larger than their splitting: $5.41\times10^{-12}$~eV from the exact levels and $5.44\times10^{-12}$~eV from Eq.~\eqref{offset}.

An angle one degree too large raises the splitting to $7.95\times10^{-12}$~eV. The first-order part $3DP_2$ is $6.27\times10^{-12}$~eV. With the third-order part, Eq.~\eqref{split} gives $(6.27+1.85)/1.022=7.95$ in units of $10^{-12}$~eV. The two parts add here because $P_2$ is negative above the magic angle; this holds for either sign of $D$. For an angle slightly below the magic angle they oppose each other, and by Eq.~\eqref{cubic} the splitting vanishes at $P_2=D^2/(4\Omega^2)$.

A single spin with the chosen shift $\delta=10^{-11}$~eV should show $\delta/\sqrt3=5.774\times10^{-12}$~eV, or 1.396~kHz. Under Lee-Goldburg irradiation the exact value is $5.839\times10^{-12}$~eV; the excess over $\delta/\sqrt3$, $0.066\times10^{-12}$~eV, is close to the second-order term $\delta^2/(3\Omega)=0.067\times10^{-12}$~eV. Under WAHUHA with $\tau=2\times10^9$~eV$^{-1}$ it is $5.773\times10^{-12}$~eV, within 0.01\% of $\delta/\sqrt3$.

A third proton completes an equilateral triangle whose plane contains the field. The two new sides have $\beta=60^\circ$ and hence couplings $-D/8=1.065\times10^{-11}$~eV. Without pulses the dipolar levels span $1.392\times10^{-10}$~eV. Under WAHUHA at the same $\tau$ the effective Hamiltonian spans $1.445\times10^{-13}$~eV, about a thousandth of this, and at $\tau/2$ it spans $3.63\times10^{-14}$~eV. The ratio of the last two, 3.99, is close to the factor 4 expected of an error quadratic in $\tau$. Here $6\tau|D|=1.02$ is not small, so this scaling is a numerical finding rather than something the expansion guarantees. These residues hold for ideal pulses only. The delay $\tau$ is 1.3~$\mu$s, whereas a $90^\circ$ pulse at the $\omega_1$ used above lasts 2.5~$\mu$s. Even pulses of length $\tau/10$, centred at the same instants and requiring a nutation frequency of 1.9~MHz, raise the three-proton span to $3.8\times10^{-12}$~eV, give the pair a span of $3.7\times10^{-12}$~eV, and change the shift factor from 0.577 to 0.588. The remaining ideal-pulse values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
magic angle: 54.7356 degrees
rank-1 factor P_1: 0.577350
rank-2 factor P_2: 0.000000
rank-3 factor P_3: -0.384900
rank-3 threefold minus continuous average, relative norm: 0.4303
LG error ratio, Omega doubled: 1.999
WAHUHA error ratio, tau halved: 4.000
unsymmetrical cycle error ratio, tau halved: 2.001
LG second-order level error ratio, Omega doubled: 4.010
proton distance: 1.8 angstrom
dipolar constant D, pair along field: -8.5181e-11 eV
LG effective field Omega: 5.000e-10 eV
LG resonance offset: 2.8868e-10 eV
LG transverse field omega_1: 4.0825e-10 eV
pair splitting, no irradiation: 2.5554e-10 eV
  the same as frequency: 61.79 kHz
pair splitting, LG, exact levels: 1.8147e-12 eV
  the same as frequency: 0.439 kHz
pair splitting, LG, leading formula: 1.8542e-12 eV
pair splitting, LG angle 1 degree too large: 7.9487e-12 eV
  first-order part 3 D P_2: 6.2673e-12 eV
pair line offset from Omega, exact: 5.4123e-12 eV
pair line offset, 3 D^2/(8 Omega): 5.4419e-12 eV
chosen shift: 1.000e-11 eV
shift over sqrt(3): 5.7735e-12 eV
  the same as frequency: 1.396 kHz
LG second-order shift: 6.6667e-14 eV
LG shift, exact: 5.8394e-12 eV
WAHUHA delay tau: 2.00e+09 1/eV
WAHUHA shift, exact cycle: 5.7731e-12 eV
three-proton couplings D12, D13, D23: -8.5181e-11, 1.0648e-11, 1.0648e-11 eV
three-proton level spread, no pulses: 1.3924e-10 eV
three-proton level spread, WAHUHA tau: 1.4449e-13 eV
three-proton level spread, WAHUHA tau/2: 3.6252e-14 eV
\end{verbatim}
